# Positive, charge-conserving Scharfetter-Gummel discretization of copper-ion drift in dielectrics

## What symmetry allows on one mesh edge

Singly charged copper ions, with $q$ the elementary charge, move through a dielectric film. On a mesh edge of length $h$ joining nodes $i$ and $i+1$, the ion flux can depend on the diffusion coefficient $D$, the two concentrations, and the potential difference in thermal units,
$$
\delta=u_{i+1}-u_i,\qquad u=\frac{q\phi}{k_BT}.
$$
For dilute ions the flux is linear in concentration. A flux has the dimensions of $D$ times concentration divided by length, so
$$
J=\frac{D}{h}\left[\alpha(\delta)c_i-\beta(\delta)c_{i+1}\right],
$$
with dimensionless $\alpha$ and $\beta$. Viewing the edge from the other side exchanges the nodes and reverses both $\delta$ and $J$. This requires $\beta(\delta)=\alpha(-\delta)$, so one function remains.

Two physical demands determine it. First, the flux must vanish for a Boltzmann pair, $c_{i+1}=c_ie^{-\delta}$:
$$
\alpha(\delta)=e^{-\delta}\alpha(-\delta).
$$
Hence $\alpha(\delta)=e^{-\delta/2}s(\delta)$ with $s$ even. Second, a uniform concentration $c$ must give the pure drift flux $-Dc\,\delta/h$:
$$
\alpha(\delta)-\alpha(-\delta)=-2s(\delta)\sinh(\delta/2)=-\delta .
$$
Therefore $s=(\delta/2)/\sinh(\delta/2)$ and
$$
\alpha(\delta)=\frac{\delta\,e^{-\delta/2}}{e^{\delta/2}-e^{-\delta/2}}
=\frac{\delta}{e^\delta-1}\equiv B(\delta),\qquad B(0)=1 .
$$
This is the Scharfetter-Gummel flux,
$$
J=\frac{D}{h}\left[B(\delta)c_i-B(-\delta)c_{i+1}\right].
$$

## The model behind the edge

The film occupies $0<x<L$, with the anode at $x=0$ and the cathode at $x=L$. Temperature, $D$ and permittivity $\varepsilon$ are constant. There is no other space charge, trapping, reaction or finite-size correction. Both electrodes block ions, so the film holds a fixed areal dose $N$, loaded beforehand. The mean-field equations are
$$
\partial_tc=-\partial_xJ,\qquad J=-D(\partial_xc+c\,\partial_xu).
$$
Poisson's equation $-\varepsilon\phi''=qc$, multiplied by $q/(\varepsilon k_BT)$, becomes
$$
-u''=Kc,\qquad K=\frac{q^2}{\varepsilon k_BT}.
$$
The boundary values are $u(0)=U=qV/(k_BT)$ and $u(L)=0$, with $J=0$ at both ends.

The edge formula also follows from this model. Let $J$ be constant on the edge and $u$ linear. Since
$$
(ce^u)'=e^u(c'+cu')=-\frac{J}{D}e^u,
$$
integration gives
$$
c_{i+1}e^{u_{i+1}}-c_ie^{u_i}
=-\frac{J}{D}\int e^u\,dx
=-\frac{Jh}{D}\,\frac{e^{u_{i+1}}-e^{u_i}}{\delta}.
$$
Solving for $J$ and dividing numerator and denominator by $e^{u_i}$,
$$
J=\frac Dh\,\frac{\delta(c_i-c_{i+1}e^\delta)}{e^\delta-1}.
$$
Because $B(-\delta)=\delta e^\delta/(e^\delta-1)$, this is the same flux. Within the edge, the approximations are the constant flux and the linear potential.

## What goes wrong with simpler fluxes

The naive choice is a central difference for the gradient and an average for the concentration:
$$
J_{\rm cen}=\frac Dh\left[\left(1-\frac\delta2\right)c_i-\left(1+\frac\delta2\right)c_{i+1}\right].
$$
It meets the symmetry and uniform-drift demands, but its zero-flux state has
$$
\frac{c_{i+1}}{c_i}=\frac{1-\delta/2}{1+\delta/2}.
$$
This agrees with $e^{-\delta}$ through second order in $\delta$ and is negative when $|\delta|>2$.

Taking the drifting concentration from the upstream node cures the sign. For $\delta<0$, where the force points from $i$ to $i+1$, the coefficients are $1+|\delta|$ and $1$. The zero-flux ratio is then $1+|\delta|$ instead of $e^{|\delta|}$: positive, but still not Boltzmann.

The Scharfetter-Gummel flux can be compared with both through $B(\delta)=(\delta/2)\coth(\delta/2)-\delta/2$:
$$
J=-\frac Dh\left[\frac\delta2\coth\frac\delta2\,(c_{i+1}-c_i)+\delta\,\frac{c_i+c_{i+1}}2\right].
$$
It is the central flux with $D$ in the diffusive part multiplied by $(\delta/2)\coth(\delta/2)\simeq1+\delta^2/12$ at small $\delta$. For $\delta\to-\infty$, $B(\delta)\to|\delta|$ and $B(-\delta)\to0$, which is pure upstream drift. The enhanced diffusion is what makes the equilibrium ratio right. In a transient it is an error, and edges with large $|\delta|$ smear a moving front.

## Building a time step that keeps the sign

Let nodes $x_0=0,\ldots,x_n=L$ have edge lengths $h_{i+1/2}$. Interior control volumes have widths $w_i=(h_{i-1/2}+h_{i+1/2})/2$; the end ones are half an edge wide. An explicit step multiplies the old $c_i$ by
$$
1-\frac{\Delta t}{w_i}\left[\frac{D\,B(\delta_{i+1/2})}{h_{i+1/2}}+\frac{D\,B(-\delta_{i-1/2})}{h_{i-1/2}}\right],
$$
which becomes negative for a long step or a fine mesh. Backward Euler places the fluxes at the new time:
$$
w_i\frac{c_i-c_i^{\rm old}}{\Delta t}+J_{i+1/2}-J_{i-1/2}=0,
\qquad J_{-1/2}=J_{n+1/2}=0 .
$$

For a given potential this is a linear system $Mc=b$ with $b_i=w_ic_i^{\rm old}/\Delta t$. Its off-diagonal entries are
$$
M_{i,i+1}=-\frac{D\,B(-\delta_{i+1/2})}{h_{i+1/2}},\qquad
M_{i+1,i}=-\frac{D\,B(\delta_{i+1/2})}{h_{i+1/2}},
$$
both negative because $B>0$. What leaves one cell enters its neighbour, so the flux terms cancel in each column, and column $i$ sums to $w_i/\Delta t$.

These two facts give positivity. Write $M=\Lambda-O$, with $\Lambda$ the positive diagonal and $O\ge0$ the rest, and set $R=O\Lambda^{-1}$. Column $i$ of $R$ sums to $1-w_i/(\Delta t\,\Lambda_i)<1$, so
$$
M^{-1}=\Lambda^{-1}(I-R)^{-1}=\Lambda^{-1}\sum_{k=0}^{\infty}R^k
$$
converges and has no negative entry. Powers of $R$ connect every pair of nodes, so a nonnegative, nonzero initial profile becomes positive everywhere after one step. No limit on $\Delta t$ or $\delta$ was used. Positivity does not imply accuracy, which still limits both.

Central fluxes lose the argument when $|\delta|>2$. Take eight equal edges across the example film, without space charge, so that $\delta=-25.788/8=-3.223$, and put all ions at the anode node. The last row of the implicit system reads
$$
\left[\frac{w_n}{\Delta t}+\frac Dh\left(1+\frac\delta2\right)\right]c_n
=\frac Dh\left(1-\frac\delta2\right)c_{n-1}.
$$
With $h=6.25$ nm, $w_n=3.125$ nm and $D=0.01$ nm²/s, the bracket is negative once $\Delta t$ exceeds about $3.2\times10^3$ s. Then $c_n$ and $c_{n-1}$ have opposite signs. For a step of $10^5$ s, the central scheme gives a minimum of $-2.12\times10^{-4}$ nm⁻³; the Scharfetter-Gummel minimum is $+3.66\times10^{-6}$ nm⁻³.

## Coupling to Poisson without losing charge

Define the reduced field on each edge, $g_{i+1/2}=-\delta_{i+1/2}/h_{i+1/2}$. The electric field is $(k_BT/q)g$. At interior nodes, the finite-volume Poisson equation is
$$
g_{i+1/2}-g_{i-1/2}=Kw_ic_i .
$$
Potential and concentration are taken at the same new time, which makes the step nonlinear. It still has a solution. Start from any $c\ge0$ with $\sum_iw_ic_i=N$, compute its potential, and solve the linear transport system in that potential. The result is nonnegative. Summing the transport equations cancels the interior fluxes, so it also has dose $N$. This map is continuous and takes a compact convex set into itself; Brouwer's theorem supplies a fixed point, which is a solution of the coupled step. The argument does not show uniqueness.

Newton's method is used to find the solution. Its intermediate iterates need not be positive, so the step ends with one linear transport solve in the converged potential, to which the sign argument applies.

Charge conservation also concerns the external circuit. Subtract Poisson's equation at successive times, divide by $K\Delta t$, and insert the transport equation:
$$
\frac{\Delta g_{i+1/2}-\Delta g_{i-1/2}}{K\Delta t}
=\frac{w_i\Delta c_i}{\Delta t}=-(J_{i+1/2}-J_{i-1/2}).
$$
Thus the total current density
$$
I=q\left[J_{i+1/2}+\frac{\Delta g_{i+1/2}}{K\Delta t}\right]
$$
is the same on every edge. Multiply by $h_{i+1/2}$ and sum. At fixed voltage $\sum hg=U$ does not change, so the displacement part drops out:
$$
I=\frac qL\sum_i h_{i+1/2}J_{i+1/2}.
$$

Gauss's law on the half cells gives the electrode charges per area,
$$
\frac{\sigma_A}{q}=\frac{g_{1/2}}K-w_0c_0,\qquad
\frac{\sigma_C}{q}=-\frac{g_{n-1/2}}K-w_nc_n .
$$
Adding them and using Poisson for the interior gives $\sigma_A+\sigma_C+qN=0$. Furthermore, $g_{i+1/2}=K(\sigma_A/q+\sum_{j\le i}w_jc_j)$. Multiplying by the edge length and summing, the charge at $x_j$ contributes to all edges on its right, of total length $L-x_j$:
$$
U=K\left[\frac{\sigma_AL}{q}+\sum_jw_jc_j(L-x_j)\right].
$$
With the mean ion position $\bar x=\sum_jw_jc_jx_j/N$ and $qU/K=\varepsilon V$,
$$
\sigma_A=\frac{\varepsilon V}{L}-qN\left(1-\frac{\bar x}{L}\right).
$$
The circuit therefore measures displacement of the ions. It carries the full ionic charge $qN$ only if the mean position moves by the full thickness.

## The zero-current state and its remaining error

In a stationary state the flux is equal on all edges. Blocking ends make it zero. Since $B(-\delta)=e^\delta B(\delta)$,
$$
\frac{c_{i+1}}{c_i}=\frac{B(\delta)}{B(-\delta)}=e^{-\delta},
\qquad c_ie^{u_i}=\text{constant}.
$$
This holds on every mesh, but $u_i$ is the discrete potential. The Boltzmann relation is exact; the self-consistent profile still contains two mesh errors. One is the error of the discrete Poisson equation. The other lies in the constant, which the discrete dose fixes as $N/\sum_iw_ie^{-u_i}$, a quadrature of the continuum integral.

A continuum solution measures these errors. Let $g=-u'$. At zero flux $c'=cg$, and Poisson gives $g'=Kc$. Hence $g''=Kcg=gg'$, which integrates to
$$
g'=\frac12(g^2-4a^2),
$$
where writing the integration constant as $-2a^2$ selects the branch with $g>2a$ throughout the film. It applies up to the dose limit found below. Substitute $g=2a\coth s$. The left side is $-2as'/\sinh^2s$ and the right side is $2a^2/\sinh^2s$, so $s'=-a$ and $s=a(L-x)+b$. Therefore
$$
Kc=\frac{2a^2}{\sinh^2[a(L-x)+b]} .
$$
The voltage condition $c(L)/c(0)=e^U$ and the dose condition $KN=g(L)-g(0)$ become
$$
\sinh(aL+b)=e^{U/2}\sinh b,
$$
$$
KN=2a\left[\coth b-\coth(aL+b)\right].
$$

Two limits show the range of this branch. For $KN\to0$, $b$ grows, $a\to U/(2L)$, and the profile is exponential with decay length $L/U$. For $b\to0$ at fixed $U$, $aL\to b(e^{U/2}-1)$, so
$$
KN\to\frac2L(e^{U/2}-1)(1-e^{-U/2})=\frac8L\sinh^2\frac U4 .
$$
Here $a\to0$ and the hyperbolic profile becomes an inverse square. In the example this limit is about $1.6\times10^4$ nm⁻¹, against an actual $KN$ of 0.346 nm⁻¹.

## A 50 nm film at 1 V

The parameters are round model values: relative permittivity 2.7, $T=450$ K, $D=0.01$ nm²/s and $N=0.002$ nm⁻², or $2\times10^{11}$ cm⁻². They give $k_BT/q=0.03878$ V, $U=1/0.03878=25.79$ and $K=172.8$ nm. The ions start within 10 nm of the anode, with zero concentration elsewhere. The mesh is graded, finest at the cathode.

The terms of the electrode formula are
$$
\frac{\varepsilon V}{L}=\frac{qU}{KL}=47.81\ \text{nC/cm}^2,\qquad qN=32.04\ \text{nC/cm}^2 .
$$
Initially $\bar x=2.96$ nm, and
$$
\sigma_A=47.81-32.04\left(1-\frac{2.96}{50}\right)=17.67\ \text{nC/cm}^2 .
$$
At the end $\bar x=48.29$ nm and $\sigma_A=46.72$ nC/cm². The circuit has carried 29.05 nC/cm², about 9% less than $qN$, because the mean position moved by 45.3 nm and not by 50 nm.

At 5000 s the ion current varies from 0.031 to 5.05 pA/cm² between edges. Adding displacement current gives 3.113 pA/cm² on all of them, with a relative spread of $4.5\times10^{-12}$. Since $I=(qN/L)\,\Delta\bar x/\Delta t$, the mean ion velocity over that step is
$$
\frac{(3.113\times10^{-3}\ \text{nC cm}^{-2}\text{s}^{-1})(50\ \text{nm})}{32.04\ \text{nC cm}^{-2}}=0.00486\ \text{nm/s}.
$$

In the final state, $a=0.25198$ nm⁻¹ and $b=0.68253$. The field rises from 0.01954 V/nm at the anode to 0.03295 V/nm at the cathode; the difference is $KN\,k_BT/q=0.3457\times0.03878=0.0134$ V/nm. The cathode concentration is
$$
c(L)=\frac{2(0.25198)^2}{172.8\,\sinh^2(0.68253)}
=1.354\times10^{-3}\ \text{nm}^{-3},
$$
or $1.354\times10^{18}$ cm⁻³. The ions lie on average 1.71 nm from the cathode, compared with a decay length $L/U=1.94$ nm in the dilute limit. Their mutual repulsion alone would widen the layer. The compression comes from the charge they induce on the electrodes, mostly on the nearby cathode, which strengthens the pull towards it.

## Reading the numerical errors

With 40 cells, $\ln c_i+u_i$ is constant to $5\times10^{-14}$, yet $c(L)$ is 0.5% below the continuum value. With 160 cells the deficit is 0.03%. The largest potential error falls from 0.0759 to 0.0190 to 0.0048 mV as the cell number doubles twice. The ratios 3.99 and 4.00 show second-order convergence on this smoothly graded mesh. Most of the deficit in $c(L)$ comes from the dose sum and not from the potential: since $u_n=0$, $c(L)=N/\sum_iw_ie^{-u_i}$, and inserting the continuum potential at the nodes still leaves 0.44% with 40 cells. A perfect Boltzmann plot is therefore no evidence that the mesh resolves the ion layer.

The transient was tested against a separate stiff solver with central fluxes on a fine uniform mesh. At 5000 s the mean positions are 26.416 and 26.421 nm. This agreement is closer than the separate time and mesh errors of the 160-cell run. At 80 cells, halving the step from 100 to 50 to 25 s raises $\bar x$ by 0.028 and then 0.013 nm, as expected of a first-order method. At a 50 s step, going from 80 to 160 cells lowers it by 0.052 nm. Time and mesh errors have opposite signs here and partly cancel; a few hundredths of a nanometre is a fairer estimate of each.

The lowest concentration met in the 160-cell run is $2.4\times10^{-25}$ nm⁻³. It is positive, as derived, but it corresponds to far less than one ion in a film of 1 cm² area. It appears after the first step, far ahead of the ions, and its size is set by the discretisation: shorter steps lower it by many orders of magnitude, and the diffusive tail of the continuum solution 40 nm from the loaded region at 50 s is smaller still. Only its sign carries information.

One physical omission in this example can be estimated simply. A single ion at distance $d$ from a metal plane has image energy $-q^2/(16\pi\varepsilon d)$, which is $K/(16\pi d)$ in units of $k_BT$. At $d=1.71$ nm its magnitude is about 2. The planar mean-field model contains the image of the average charge but not this attraction of an individual ion to its own image. At this dose the mean lateral spacing of the ions, $N^{-1/2}\approx22$ nm, is also much larger than their distance from the cathode. A laterally uniform charge is then not justified near the cathode, and the compression of the layer found above is a property of the model. The computed contact concentration is thus a verified solution of the Poisson-Nernst-Planck model, not a prediction for a real copper-loaded interface. A copper source at the anode would also change the problem: $N$ would then grow by the injected flux, and the closed-dose results would no longer apply. The complete values are in the numerical output.

## Computed results

```
film thickness L = 50.0 nm
relative permittivity = 2.7
temperature = 450.0 K
applied voltage = 1.00 V
diffusion coefficient = 0.010 nm^2/s
ion dose = 0.0020 nm^-2 = 2.00e+11 cm^-2
initially loaded width = 10.0 nm
thermal voltage = 0.038778 V
reduced voltage U = 25.7878 (dimensionless)
coupling length K = 172.827 nm
K*dose = 0.34565 nm^-1
edge-flux ODE end-point error = 1.7e-11 (relative)
random inverses: min/max entry = 7.1e-41
coarse mesh: potential step = -3.223 (dimensionless)
coarse mesh: SG minimum c = 3.660e-06 nm^-3
coarse mesh: central min c = -2.119e-04 nm^-3
t = 0 s: mean x = 2.959 nm, anode charge = 17.665 nC/cm^2
t = 5000 s: mean x = 26.416 nm, anode charge = 32.699 nC/cm^2
t = 10000 s: mean x = 43.495 nm, anode charge = 43.644 nC/cm^2
t = 20000 s: mean x = 48.258 nm, anode charge = 46.696 nC/cm^2
t = 320000 s: mean x = 48.294 nm, anode charge = 46.720 nC/cm^2
charge through circuit = 29.054 nC/cm^2
total current at 5000 s = 3.1132 pA/cm^2
ion current range over edges at 5000 s = 3.149e-02 to 5.050e+00 pA/cm^2
total-current spread over edges = 4.5e-12 (relative)
reference mean x at 5000 s = 26.421 nm
80 cells, dt = 100 s: mean x at 5000 s = 26.4402 nm
80 cells, dt = 50 s: mean x at 5000 s = 26.4682 nm
80 cells, dt = 25 s: mean x at 5000 s = 26.4813 nm
time-step difference ratio = 2.136
lowest c in 160-cell run = 2.394e-25 nm^-3
largest dose error, 160 cells = 7.0e-12 (relative)
final neutrality error = 7.0e-12 (relative to dose)
40 cells: spread of ln(c)+u = 5.3e-14, potential error = 0.07585 mV, c(L) = 1.346317e-03 nm^-3
80 cells: spread of ln(c)+u = 1.7e-13, potential error = 0.01903 mV, c(L) = 1.351755e-03 nm^-3
160 cells: spread of ln(c)+u = 2.1e-13, potential error = 0.00476 mV, c(L) = 1.353122e-03 nm^-3
potential error ratios = 3.985, 3.996
closed form: a = 0.251981 nm^-1, b = 0.682533
closed form: c(L) = 1.353579e-03 nm^-3 = 1.3536e+18 cm^-3
closed form: c(0) = 8.5502e-15 nm^-3
closed form: anode field = 0.019543 V/nm
closed form: cathode field = 0.032946 V/nm
160 cells: anode field = 0.019543 V/nm
160 cells: cathode field = 0.032947 V/nm
final mean distance from cathode = 1.7056 nm
```
